# Symmetrizing the density from irreducible k points, with diamond as example, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two calculations that disagree

Take a model insulator with the diamond structure and compute its valence density on a mesh of 64 Bloch vectors. The Fourier component at \(\mathbf G=(2\pi/a)(2,0,0)\), multiplied by the cell volume \(\Omega\), has modulus \(2.6\times10^{-16}\) electrons per cell, which is zero to rounding error. Now keep only the 8 points of that mesh that are inequivalent under symmetry, give each the weight of the points it stands for, and add the densities. The charge is still 8 electrons per cell, but the (200) component is \(0.0334\,i\) electrons per cell, and the four bonds around an atom, which are equivalent in the crystal, carry four different densities. Weights alone therefore do not rebuild the density. What is lost is that the omitted points contribute rotated and shifted copies of the densities of the points kept, not identical copies. The program that produces the numbers quoted here, apart from the convergence figures in Section 9, is printed after the text with its output.

## 2. Conventions and assumptions

Energies are in rydberg and lengths in bohr, so the one-electron Hamiltonian is \(H=-\nabla^2+V(\mathbf r)\). The treatment is mean field: \(V\) is a given real, local, spin-independent potential, periodic under lattice vectors \(\mathbf T\), which are taken to be all the translations that leave \(V\) unchanged (the primitive lattice, not that of a supercell). Bloch states obey \(\psi_{n\mathbf k}(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi_{n\mathbf k}(\mathbf r)\) and are normalized to 1 in a primitive cell of volume \(\Omega\). The density from one Bloch vector and the density from a mesh of \(N_k\) vectors are
\[ n_{\mathbf k}(\mathbf r)=\sum_n f(\varepsilon_{n\mathbf k})\,|\psi_{n\mathbf k}(\mathbf r)|^2,\qquad n(\mathbf r)=\frac1{N_k}\sum_{\mathbf k\in\text{mesh}}n_{\mathbf k}(\mathbf r). \tag{1}\]
The occupation \(f\), which includes the factor 2 for spin, is assumed to depend on the energy only, so degenerate states are filled equally. Fourier components are defined by
\[ n(\mathbf r)=\sum_{\mathbf G}n(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad n(\mathbf G)=\frac1\Omega\int_\Omega n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r, \tag{2}\]
where \(\mathbf G\cdot\mathbf T\in2\pi\mathbb Z\) for all \(\mathbf T\). Since \(n\) is real, \(n(-\mathbf G)=n(\mathbf G)^*\).

A symmetry operation \(g=\{R|\mathbf t\}\) maps \(\mathbf r\) to \(R\mathbf r+\mathbf t\), with \(R\) orthogonal, \(R^{-1}=R^{T}\), and leaves \(V\) unchanged. Solving \(\mathbf r'=R\mathbf r+\mathbf t\) for \(\mathbf r\), and composing two maps, gives
\[ g^{-1}\mathbf r=R^{-1}(\mathbf r-\mathbf t),\qquad \{R_1|\mathbf t_1\}\{R_2|\mathbf t_2\}=\{R_1R_2|R_1\mathbf t_2+\mathbf t_1\}. \tag{3}\]
Orthogonality is used throughout in the form
\[ \mathbf u\cdot R\mathbf v=(R^{-1}\mathbf u)\cdot\mathbf v. \tag{4}\]
Each \(R\) maps the lattice onto itself: by (3), \(g\{E|\mathbf T\}g^{-1}\) sends \(\mathbf r\) to \(R[R^{-1}(\mathbf r-\mathbf t)+\mathbf T]+\mathbf t=\mathbf r+R\mathbf T\), a pure translation that leaves \(V\) unchanged, hence a lattice vector. Then \((R^{-1}\mathbf G)\cdot\mathbf T=\mathbf G\cdot R\mathbf T\in2\pi\mathbb Z\), so the reciprocal lattice is mapped onto itself as well. Two operations with the same \(R\) differ by a lattice translation, which does nothing to a periodic function. One operation per \(R\) is therefore kept, \(N_{\rm op}\) in all, and these form a group when \(\mathbf t\) is counted modulo lattice vectors.

## 3. The density at a rotated k point

Define \((O_g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)\). The Laplacian is unchanged by an orthogonal change of variables and a shift, and \(V(g^{-1}\mathbf r)=V(\mathbf r)\), so \(HO_g\psi=O_gH\psi\). If \(\psi\) is an eigenfunction, \(O_g\psi\) is one with the same energy, and with the same norm because \(|\det R|=1\). Its Bloch vector follows from a lattice translation:
\[ (O_g\psi_{n\mathbf k})(\mathbf r+\mathbf T)=\psi_{n\mathbf k}\big(R^{-1}(\mathbf r-\mathbf t)+R^{-1}\mathbf T\big)=e^{i\mathbf k\cdot R^{-1}\mathbf T}(O_g\psi_{n\mathbf k})(\mathbf r)=e^{i(R\mathbf k)\cdot\mathbf T}(O_g\psi_{n\mathbf k})(\mathbf r). \]
The second step holds because \(R^{-1}\mathbf T\) is a lattice vector, and the third is (4) applied with \(R^{-1}\) in place of \(R\). So \(O_g\) carries each eigenspace at \(\mathbf k\) onto the eigenspace of the same energy at \(R\mathbf k\).

A diagonalization at \(R\mathbf k\) returns some orthonormal basis \(\phi_m\) of that eigenspace, related to the rotated states by a unitary matrix, \(\phi_m=\sum_nU_{mn}O_g\psi_n\). The matrix drops out of the sum over the whole level:
\[ \sum_m|\phi_m|^2=\sum_{n,n'}\Big(\sum_mU^*_{mn}U_{mn'}\Big)(O_g\psi_n)^*(O_g\psi_{n'})=\sum_n|O_g\psi_n|^2. \]
This is where equal filling is needed, since \(f\) must be one constant across the level for the inner sum to give \(\delta_{nn'}\). Adding the levels,
\[ n_{R\mathbf k}(\mathbf r)=n_{\mathbf k}\big(R^{-1}(\mathbf r-\mathbf t)\big). \tag{5}\]

Two more identities are needed. The vectors \(\mathbf k\) and \(\mathbf k+\mathbf G\) impose the same Bloch condition, so \(n_{\mathbf k+\mathbf G}=n_{\mathbf k}\). Because \(H\) is real, \(\psi^*_{n\mathbf k}\) is an eigenfunction with the same energy and Bloch factor \(e^{-i\mathbf k\cdot\mathbf T}\), and \(|\psi^*|^2=|\psi|^2\), so \(n_{-\mathbf k}=n_{\mathbf k}\). This is time reversal. Spin-orbit coupling and non-collinear magnetic order make \(H\) in general a complex matrix in spin space and lie outside this argument; collinear magnetic order keeps \(H\) real for each spin but makes \(V\) spin-dependent, which the assumptions of Section 2 exclude.

All three identities survive the truncation to plane waves with \(|\mathbf k+\mathbf G|^2<E_{\rm cut}\). By (4), \(O_ge^{i(\mathbf k+\mathbf G)\cdot\mathbf r}=e^{iR(\mathbf k+\mathbf G)\cdot(\mathbf r-\mathbf t)}\), a plane wave of the same wavelength, so the truncated basis at \(\mathbf k\) is mapped onto the truncated basis at \(R\mathbf k\).

## 4. From the irreducible points to the full mesh

The star of \(\mathbf k\) is the set of distinct vectors \(\sigma R\mathbf k\), with \(\sigma=\pm1\), counted modulo reciprocal lattice vectors; call its size \(s_{\mathbf k}\). Assume the mesh is closed, meaning that it contains the whole star of each of its points. It then splits into disjoint stars. Choose one representative from each, the irreducible points, and define
\[ n_{\rm irr}(\mathbf r)=\sum_{\mathbf k\in{\rm irr}}w_{\mathbf k}\,n_{\mathbf k}(\mathbf r),\qquad w_{\mathbf k}=\frac{s_{\mathbf k}}{N_k}. \tag{6}\]

The \(2N_{\rm op}\) pairs \((\sigma,g)\) form a group acting on the star. Let \(K\) be the subgroup of pairs that fix \(\mathbf k\), and let \(p_0\) send \(\mathbf k\) to \(\mathbf k'\). A pair \(p\) also sends \(\mathbf k\) to \(\mathbf k'\) exactly when \(p_0^{-1}p\in K\), so \(|K|\) pairs reach each member of the star, and counting all pairs gives \(|K|\,s_{\mathbf k}=2N_{\rm op}\). A sum over pairs thus counts each member \(2N_{\rm op}/s_{\mathbf k}\) times:
\[ \sum_{\mathbf k'\in\text{star}}n_{\mathbf k'}=\frac{s_{\mathbf k}}{2N_{\rm op}}\sum_{\sigma,g}n_{\sigma R\mathbf k}=\frac{s_{\mathbf k}}{N_{\rm op}}\sum_gn_{R\mathbf k}. \tag{7}\]
The last step uses \(n_{-R\mathbf k}=n_{R\mathbf k}\), which makes the two values of \(\sigma\) contribute equally. Time reversal may thus be used to enlarge the stars without appearing in the average. Dividing (7) by \(N_k\), summing over stars and inserting (5),
\[ n(\mathbf r)=\sum_{\mathbf k\in{\rm irr}}w_{\mathbf k}\frac1{N_{\rm op}}\sum_gn_{\mathbf k}(g^{-1}\mathbf r)=\frac1{N_{\rm op}}\sum_gn_{\rm irr}\big(R^{-1}(\mathbf r-\mathbf t)\big). \tag{8}\]
The density is the group average of \(n_{\rm irr}\). Each \(n_{\mathbf k}\) is guaranteed invariant only under operations with \(R\mathbf k\equiv\pm\mathbf k\), so \(n_{\rm irr}\) depends on which representatives were picked, while its average does not.

## 5. The formula in reciprocal space

Let \(F\) be any periodic function and \(F_g(\mathbf r)=F(R^{-1}(\mathbf r-\mathbf t))\). In (2) substitute \(\mathbf r=R\mathbf r'+\mathbf t\), with \(d^3r=|\det R|\,d^3r'=d^3r'\):
\[ F_g(\mathbf G)=\frac1\Omega\int_{g^{-1}\Omega}F(\mathbf r')\,e^{-i\mathbf G\cdot R\mathbf r'}\,e^{-i\mathbf G\cdot\mathbf t}\,d^3r'=e^{-i\mathbf G\cdot\mathbf t}\,\frac1\Omega\int_{g^{-1}\Omega}F(\mathbf r')\,e^{-i(R^{-1}\mathbf G)\cdot\mathbf r'}\,d^3r'. \]
The second step is (4). The region \(g^{-1}\Omega\) is again a primitive cell, because the lattice translates of \(\Omega\) tile space and \(R^{-1}\) maps the lattice onto itself. The integrand is periodic, since \(R^{-1}\mathbf G\) is a reciprocal lattice vector, and a periodic function has the same integral over every primitive cell, because the pieces of one cell can be moved by lattice vectors to fill another. Hence
\[ F_g(\mathbf G)=F(R^{-1}\mathbf G)\,e^{-i\mathbf G\cdot\mathbf t}. \tag{9}\]
Applied to (5) this gives \(n_{R\mathbf k}(\mathbf G)=n_{\mathbf k}(R^{-1}\mathbf G)e^{-i\mathbf G\cdot\mathbf t}\). Applied term by term to (8) it gives the result,
\[ n(\mathbf G)=\frac1{N_{\rm op}}\sum_{\{R|\mathbf t\}}n_{\rm irr}(R^{-1}\mathbf G)\,e^{-i\mathbf G\cdot\mathbf t}. \tag{10}\]
Replacing \(\mathbf t\) by \(\mathbf t+\mathbf T\) multiplies a term by \(e^{-i\mathbf G\cdot\mathbf T}=1\), so the choice of representative operation is immaterial. The minus sign in the phase is tied to the sign in (2) and to the map \(\mathbf r\to R\mathbf r+\mathbf t\). Only vectors of the same length are mixed. If every \(\mathbf t\) can be made zero by a choice of origin, then with that origin (10) is a plain average over the star of \(\mathbf G\).

The sum may equally be labelled by inverses. From (3), \(g^{-1}=\{R^{-1}|-R^{-1}\mathbf t\}\), whose term in (10) is \(n_{\rm irr}(R\mathbf G)e^{+i\mathbf G\cdot R^{-1}\mathbf t}=n_{\rm irr}(R\mathbf G)e^{+i(R\mathbf G)\cdot\mathbf t}\). Writing \(R\mathbf G\) in the argument is therefore correct provided the phase is changed with it.

## 6. The average is a projector

Call the operation in (8) and (10) \(P=N_{\rm op}^{-1}\sum_gO_g\). From the definition, \((O_hO_gF)(\mathbf r)=F(g^{-1}h^{-1}\mathbf r)=(O_{hg}F)(\mathbf r)\), and \(hg\) runs once over the group as \(g\) does, so \(O_hP=P\). Averaging over \(h\) gives \(P^2=P\). An invariant function is left alone, and at \(\mathbf G=0\) every term of (10) equals \(n_{\rm irr}(0)\), so the charge is kept. Each \(O_g\) is unitary with \(O_g^\dagger=O_{g^{-1}}\), so \(P^\dagger=P\).

This settles which quantities need the average. For an invariant real function \(W=PW\), \(\int Wn_{\rm irr}=\int(PW)n_{\rm irr}=\int W\,Pn_{\rm irr}=\int Wn\), so anything linear in the density with a symmetric kernel comes out right from the weights alone. The Hartree energy is quadratic, proportional to \(\sum_{\mathbf G\ne0}|n(\mathbf G)|^2/G^2\). Write \(n_{\rm irr}=n+\delta\) with \(\delta=(1-P)n_{\rm irr}\). Division by \(G^2\) commutes with \(P\), because \(P\) acts within shells of equal \(|\mathbf G|\), and the cross term vanishes because \(P(1-P)=0\). The sum for \(n_{\rm irr}\) therefore exceeds the sum for \(n\) by \(\sum|\delta(\mathbf G)|^2/G^2\ge0\). In a self-consistent calculation the unsymmetrized density would also produce a potential that is not invariant, which removes the premise of (5).

## 7. The little group of G and extinctions

Let \(L_{\mathbf G}\) be the subgroup of operations \(h=\{R_h|\mathbf t_h\}\) with \(R_h^{-1}\mathbf G=\mathbf G\). Choose operations \(g_j\) so that every \(g\) is uniquely a product \(hg_j\); there is one \(g_j\) for each distinct vector \(R^{-1}\mathbf G\). By (3), \(R=R_hR_j\) and \(\mathbf t=R_h\mathbf t_j+\mathbf t_h\), so
\[ R^{-1}\mathbf G=R_j^{-1}R_h^{-1}\mathbf G=R_j^{-1}\mathbf G,\qquad \mathbf G\cdot\mathbf t=(R_h^{-1}\mathbf G)\cdot\mathbf t_j+\mathbf G\cdot\mathbf t_h=\mathbf G\cdot\mathbf t_j+\mathbf G\cdot\mathbf t_h. \]
The double sum over \(h\) and \(j\) then factorizes:
\[ n(\mathbf G)=\frac{S_{\mathbf G}}{N_{\rm op}}\sum_jn_{\rm irr}(R_j^{-1}\mathbf G)\,e^{-i\mathbf G\cdot\mathbf t_j},\qquad S_{\mathbf G}=\sum_{h\in L_{\mathbf G}}\chi(h),\quad\chi(h)=e^{-i\mathbf G\cdot\mathbf t_h}. \tag{11}\]
The same product rule with \(g_j\) replaced by a second element of \(L_{\mathbf G}\) gives \(\chi(h_0h)=\chi(h_0)\chi(h)\). Multiplying \(S_{\mathbf G}\) by \(\chi(h_0)\) only reorders its terms, so \([\chi(h_0)-1]S_{\mathbf G}=0\) for every \(h_0\). Either all phases are 1 and \(S_{\mathbf G}=|L_{\mathbf G}|\), or one phase differs from 1 and \(S_{\mathbf G}=0\). In the second case \(n(\mathbf G)=0\) whatever function is put in.

The outcome does not depend on the origin. If the crystal is displaced by \(\mathbf s\), an operation becomes \(\mathbf r\to R(\mathbf r-\mathbf s)+\mathbf t+\mathbf s\), so \(\mathbf t\to\mathbf t+\mathbf s-R\mathbf s\). For \(h\in L_{\mathbf G}\) the extra phase angle is \(\mathbf G\cdot\mathbf s-(R_h^{-1}\mathbf G)\cdot\mathbf s=0\).

## 8. Diamond

The lattice is face-centred cubic: \(\mathbf T=(a/2)(m_1,m_2,m_3)\) with an even sum of integers, and \(\mathbf G=(2\pi/a)(h,k,l)\) with indices all even or all odd. Identical atoms sit at \(0\) (sublattice A) and \(\boldsymbol\tau=(a/4)(1,1,1)\) (sublattice B). The 48 signed permutation matrices map the lattice onto itself, and \(R\boldsymbol\tau=(a/4)(s_1,s_2,s_3)\), where \(s_i\) are the signs in \(R\).

With an even number of minus signs, \(R\boldsymbol\tau-\boldsymbol\tau\) is \(0\) or of the type \((a/2)(0,-1,-1)\), a lattice vector. Then \(\{R|0\}\) maps A to A and B to B. These 24 operations form the tetrahedral group \(T_d\). With an odd number, \(R\boldsymbol\tau+\boldsymbol\tau\) is \(0\) or of the type \((a/2)(1,1,0)\), again a lattice vector. Then \(\{R|\boldsymbol\tau\}\) sends \(0\) to \(\boldsymbol\tau\) and \(\boldsymbol\tau\) to a lattice point, exchanging the sublattices. For these \(R\) the choice \(\mathbf t=0\) fails, since it would put B at \(-\boldsymbol\tau\), and \(2\boldsymbol\tau=(a/2)(1,1,1)\) has an odd sum. The phases in (10) are therefore
\[ e^{-i\mathbf G\cdot\mathbf t}=1\ \ (\text{even }R),\qquad e^{-i\mathbf G\cdot\boldsymbol\tau}=e^{-i\pi(h+k+l)/2}\ \ (\text{odd }R). \tag{12}\]

For \(\mathbf G=(2,0,0)\) the little group consists of the matrices that leave \(x\) alone, eight in number (the group \(C_{4v}\)). The four even ones send \((x,y,z)\) to \((x,y,z)\), \((x,-y,-z)\), \((x,z,y)\), \((x,-z,-y)\) and have phase \(+1\). The four odd ones send it to \((x,y,-z)\), \((x,-y,z)\), \((x,z,-y)\), \((x,-z,y)\), followed by \(\boldsymbol\tau\). The first two of these are glide reflections (the diamond glides), the last two are fourfold screw rotations advancing by \(a/4\) along \(x\), and their phase is \(e^{-i\pi}=-1\). Hence
\[ S_{(200)}=4(+1)+4(-1)=0,\qquad n(200)=0. \tag{13}\]
A single operation shows the same thing. Since \(O_gn=n\), (9) with the glide \((x,y,-z)+\boldsymbol\tau\) and \(\mathbf G=(h,k,0)\), which that matrix fixes, reads \(n(hk0)=e^{-i\pi(h+k)/2}n(hk0)\), which is \(n=-n\) for \(h+k=2\). In real space, the average of \(n\) over planes of constant \(x\) is \(\bar n(x)=\sum_hn(h00)e^{2\pi ihx/a}\). The glide carries the plane at \(x\) onto the plane at \(x+a/4\) and preserves area, so \(\bar n\) has period \(a/4\), and a wave of period \(a/2\) cannot be present.

The complete rule follows by cases. Suppose no index is zero. The condition \(R^{-1}\mathbf G=\mathbf G\) reads \(s_iG_i=G_{p(i)}\), with \(p\) the permutation in \(R\). Multiplying the three equations gives \(s_1s_2s_3\,G_1G_2G_3=G_1G_2G_3\), so \(s_1s_2s_3=+1\). The little group lies in \(T_d\), all phases are 1, and nothing is forbidden. Suppose one index is zero. Then all are even, and reversing the coordinate of the zero index is an odd element of \(L_{\mathbf G}\) with phase (12). That phase is \(-1\) if \(h+k+l\equiv2\pmod4\), giving \(S_{\mathbf G}=0\); if \(h+k+l\equiv0\pmod4\) every phase in (12) is 1. Symmetry thus forbids exactly the vectors with a zero index and \(h+k+l\equiv2\pmod4\), such as (200) and (420).

The vector (222) has \(h+k+l\equiv2\pmod4\) but no zero index. Its little group is the six permutations, and \(S=6\). The inversion \(\{I|\boldsymbol\tau\}\), with \(I=-E\), gives through (9) and reality
\[ n(\mathbf G)=n(-\mathbf G)e^{-i\mathbf G\cdot\boldsymbol\tau}=n(\mathbf G)^*e^{-i\pi(h+k+l)/2}, \tag{14}\]
so \(n(222)=-n(222)^*\) is imaginary and need not vanish. A sum of identical spherical atoms has \(n(\mathbf G)\propto\rho_{\rm at}(|\mathbf G|)(1+e^{-i\mathbf G\cdot\boldsymbol\tau})\), which vanishes at both (200) and (222). The first zero is a property of the space group. The second is not. If the charge around the atom at \(0\) has transform \(\rho_{\rm at}(\mathbf G)\), the inversion \(\{I|\boldsymbol\tau\}\) gives the atom at \(\boldsymbol\tau\) the contribution \(\rho_{\rm at}(-\mathbf G)e^{-i\mathbf G\cdot\boldsymbol\tau}\), and at (222), where the phase is \(e^{-3i\pi}=-1\), the sum is \(\rho_{\rm at}(\mathbf G)-\rho_{\rm at}(-\mathbf G)\). The zero is therefore lifted only by the part of the charge around an atom that is odd under inversion through that atom, such as a tetrahedral term proportional to \(xyz\); a non-spherical deformation that is even under this inversion leaves (222) at zero.

The full-mesh density is the group average of the weighted density from the irreducible points, and in diamond this average removes (200) while allowing (222). What remains is to work through a numerical model, check the formula independently, and see what happens when its conditions fail.
